# Intercalation voltage from reaction free energy and the formation-energy hull

Consider a host crystal with one lithium site per formula unit, and suppose that it has two stable forms, empty and full. During discharge against lithium metal, one part of the crystal is full, the rest is empty, and the boundary between them moves. Each lithium atom that leaves the metal turns one empty unit into a full one. Let the energies be $E(0)=0$ for an empty unit, $E(1)=-0.394$ Ry for a full unit and $g=-0.120$ Ry for an atom in the metal. The transfer of one atom then changes the energy by

$$E(1)-E(0)-g=-0.394+0.120=-0.274\ \text{Ry}.$$

If nothing is dissipated, this energy appears as electrical work. One electron passes through the external circuit for each lithium atom, so the work is $eV$, with $e>0$ the elementary charge, and $eV=0.274$ Ry, or $V=3.728$ V. The voltage stays constant throughout the discharge, because every transferred atom does the same thing. In Rydberg units $e^2=2$, but here $e$ is kept as a symbol, so that $eV$ is an energy in Ry.

A real host may also have stable forms at intermediate filling. Let $x$ be the filled fraction of the sites, which rises on discharge, and let $G(x)$ be the Gibbs free energy per host unit. Temperature and pressure are fixed, and $g$ now denotes the free energy per atom of the metal. Lithium leaves the metal as an ion, crosses the electrolyte and enters the host, while its electron takes the external circuit. The electrolyte gains one ion at one side and loses one at the other, so its state is unchanged. When $x$ grows by $dx$, the free energy of the cell per host unit therefore changes by

$$dG_{\rm cell}=\frac{dG}{dx}\,dx-g\,dx .$$

At fixed temperature and pressure, the work other than expansion work delivered by a reversible process equals the decrease of the Gibbs free energy. That work is the charge $e\,dx$ times the voltage $V$, with $V$ counted positive when the host is the positive electrode. Hence $eV\,dx=-dG_{\rm cell}$, or

$$eV(x)=g-\mu(x),\qquad \mu(x)=\frac{dG}{dx}. \tag{1}$$

The quantity $\mu$ is the chemical potential of lithium in the host. The voltage is positive when lithium is more strongly bound in the host than in its own metal.

The average voltage between $x_1$ and $x_2>x_1$ is the work divided by the charge. Integrating (1) gives

$$e\int_{x_1}^{x_2}V\,dx=(x_2-x_1)g-\left[G(x_2)-G(x_1)\right],$$

and division by $e(x_2-x_1)$ yields

$$\bar V(x_1,x_2)=-\frac{G(x_2)-G(x_1)-(x_2-x_1)g}{(x_2-x_1)\,e}. \tag{2}$$

The numerator is the free energy of the reaction that takes $x_2-x_1$ atoms from the metal into the host. The average voltage is thus minus the reaction free energy per transferred lithium, divided by $e$. Only the end states enter, and $G$ must be that of the states the electrode actually occupies at $x_1$ and $x_2$, joined by a path without dissipation. In full equilibrium these are the equilibrium states. In real electrodes they are often only metastable, as when an emptied host keeps its framework although another structure is lower in energy. At finite current part of the free energy is dissipated, and the cell delivers less than (2) on discharge.

In calculations $G$ is often replaced by the energy $E$ at zero temperature. The neglected pressure-volume term is small: for a volume change of 10 Å$^3$ per lithium at 1 atm it is $4.65\times10^{-7}$ Ry, about two millionths of the 0.274 Ry above. Thermal terms have the natural scale $kT=0.0019$ Ry at 300 K, and their actual size depends on the vibrations and the disorder of the material. The next steps take $T=0$ and $G=E$; temperature returns below.

Equation (2) says nothing about the shape of the voltage curve between its end points. For that we need the equilibrium energy at every $x$, and a macroscopic electrode has the freedom to split into regions of different composition. Suppose that the possible phases have compositions $x_i$ and energies $E_i$ per host unit, and that a fraction $w_i$ of the host units is in phase $i$. If the energy of the boundaries and the elastic strain between regions are neglected, the equilibrium energy is

$$E_{\rm eq}(x)=\min\sum_i w_iE_i,\qquad \sum_i w_i=1,\quad \sum_i w_ix_i=x,\quad w_i\ge 0 .$$

Plot the points $(x_i,E_i)$ and draw their lower convex hull, the taut string stretched beneath them. Let $a$ and $b$ be neighbouring vertices of the hull, and let $\ell(x)$ be the straight line through them. By construction $E_i\ge\ell(x_i)$ for every phase. Since $\ell$ is linear and the weights add up to one, any mixture obeys

$$\sum_i w_iE_i\ \ge\ \sum_i w_i\,\ell(x_i)=\ell\Big(\sum_i w_ix_i\Big)=\ell(x).$$

For $x_a\le x\le x_b$ the bound is reached by mixing $a$ and $b$ alone, with

$$w_b=\frac{x-x_a}{x_b-x_a},\qquad w_a=1-w_b .$$

The equilibrium energy is therefore the hull itself, and it is linear between neighbouring vertices.

It is convenient to measure energies from a mixture of the empty and the full host. The formation energy is

$$E_f(x)=E(x)-(1-x)E(0)-xE(1). \tag{3}$$

It vanishes at $x=0$ and $x=1$. The subtracted part is linear in $x$, so it tilts the whole diagram without changing which points are vertices. If $E_{\rm hull}(x)$ is the lower hull of the formation energies, then

$$E_{\rm eq}(x)=(1-x)E(0)+xE(1)+E_{\rm hull}(x).$$

Differentiation gives $\mu=E(1)-E(0)+dE_{\rm hull}/dx$. Equation (2) for the full range reads $e\bar V(0,1)=g-E(1)+E(0)$. Inserting both into (1), we find

$$eV(x)=g-E(1)+E(0)-\frac{dE_{\rm hull}}{dx}
= e\bar V(0,1)-\frac{dE_{\rm hull}}{dx}. \tag{4}$$

Between two vertices the slope is constant, and so is the voltage. The slopes of the hull thus give the plateaus, measured from the average voltage and with reversed sign. A step between plateaus belongs to a vertex. If the hull has slope $s_{\rm left}$ before the vertex and $s_{\rm right}$ after it, the voltage falls by

$$\Delta V=V_{\rm left}-V_{\rm right}=\frac{s_{\rm right}-s_{\rm left}}{e}>0, \tag{5}$$

because the slope of a convex curve increases at a vertex. The height of a step is a change of slope, and a sharp kink means a phase that is stable over a wide range of voltage. The plateaus average to $\bar V(0,1)$ when each is weighted by its width in $x$, since the slopes weighted in the same way add up to $E_{\rm hull}(1)-E_{\rm hull}(0)=0$.

The same result follows when the voltage is imposed and the composition responds. By (1), the imposed voltage fixes the lithium chemical potential at $g-eV$, and the host minimises $E_i-x_i(g-eV)$. Two neighbouring vertices $a$ and $b$ of the hull are equally favourable when

$$E_a-x_a(g-eV)=E_b-x_b(g-eV)
\quad\Longrightarrow\quad
eV=g-\frac{E_b-E_a}{x_b-x_a},$$

which is the plateau voltage. No third phase does better, because it lies on or above the line through $a$ and $b$, and on that line $\ell(x)-x(g-eV)$ is constant. At voltages between two plateaus a single vertex phase is stable. At $T=0$ the voltage of that pure phase is therefore not one number but any value within the step.

A model with several vertices can be solved by hand. Let the lithium sites form a triangular layer. An occupied site has energy $\varepsilon=-0.420$ Ry. Each pair of occupied nearest neighbours costs $J_1=0.010$ Ry, each pair of occupied second neighbours contributes $J_2=-0.002$ Ry, and each elementary triangle with all three corners occupied costs $K=0.001$ Ry. These are round model values, and the metal keeps $g=-0.120$ Ry. The empty layer has $E(0)=0$.

The ground states follow from a lower bound on the energy. Each nearest-neighbour pair is an edge of two triangles, so each triangle may be assigned $J_1/2$ per occupied edge. A triangle with $k$ occupied corners then has energy

$$t_0=0,\qquad t_1=0,\qquad t_2=\tfrac12J_1,\qquad t_3=\tfrac32J_1+K .$$

The successive increments $0$, $J_1/2$ and $J_1+K$ increase, so $t_k$ is convex in $k$. The mean number of occupied corners is $3x$, and the mean of a convex function is at least the function at the mean. The mean triangle energy is therefore at least $\hat t(3x)$, where $\hat t$ joins the four values by straight lines. There are two triangles per site, since each site is a corner of six triangles and each triangle has three corners. Furthermore, an occupied site has at most six occupied second neighbours, and each pair is shared by two sites. There are thus at most $3x$ such pairs per site, and because $J_2<0$ they contribute at least $3J_2x$. Altogether

$$E(x)\ \ge\ (\varepsilon+3J_2)\,x+2\,\hat t(3x). \tag{6}$$

Steps between second neighbours connect the sites into three separate sublattices, and every elementary triangle has one corner on each. Filling none, one, two or all three sublattices gives every triangle the same $k$ and every occupied site six occupied second neighbours. The bound is then attained, at $x=0,\tfrac13,\tfrac23,1$. In a finite periodic cell no other composition attains it: equality requires all second neighbours of an occupied site to be occupied, and hence each sublattice to be completely full or completely empty. The right side of (6) is convex and piecewise linear with corners at these compositions, so it is the hull. With $\varepsilon+3J_2=-0.426$ Ry, the vertex energies per site are

$$\begin{aligned}
E(\tfrac13)&=\tfrac13(\varepsilon+3J_2)=-0.142\ \text{Ry},\\
E(\tfrac23)&=\tfrac23(\varepsilon+3J_2)+J_1=-0.284+0.010=-0.274\ \text{Ry},\\
E(1)&=\varepsilon+3J_2+3J_1+2K=-0.426+0.030+0.002=-0.394\ \text{Ry}.
\end{aligned}$$

The full and empty layers have the energies of the opening case, so $e\bar V(0,1)=0.274$ Ry again. What changes is the path between them. From (3), the formation energies of the intermediate phases are

$$\begin{aligned}
E_f(\tfrac13)&=-0.142+\tfrac13(0.394)=-0.010667\ \text{Ry},\\
E_f(\tfrac23)&=-0.274+\tfrac23(0.394)=-0.011333\ \text{Ry}.
\end{aligned}$$

Each segment of the hull has width $\tfrac13$, so its slope is three times the change in $E_f$. The slopes are $-0.032$, $-0.002$ and $+0.034$ Ry, and (4) gives

$$\begin{aligned}
0<x<\tfrac13:&\quad eV=0.274+0.032=0.306\ \text{Ry},& V&=4.163\ \text{V},\\
\tfrac13<x<\tfrac23:&\quad eV=0.274+0.002=0.276\ \text{Ry},& V&=3.755\ \text{V},\\
\tfrac23<x<1:&\quad eV=0.274-0.034=0.240\ \text{Ry},& V&=3.265\ \text{V}.
\end{aligned}$$

Their mean is $0.822/3=0.274$ Ry, as it must be. The steps are $0.030$ Ry, or 0.408 V, at $x=\tfrac13$ and $0.036$ Ry, or 0.490 V, at $x=\tfrac23$.

These numbers have a direct reading. An atom on the first sublattice has no occupied nearest neighbours. On the second sublattice it has three, which costs $3J_1=0.030$ Ry and makes the first step. On the third it has six and also completes six triangles, a further cost of $3J_1+6K=0.036$ Ry, which makes the second. The second-neighbour attraction gives $3J_2$ per atom on every sublattice, so it raises all three plateaus equally and does not affect the steps.

An enumeration of all 262144 occupations of a periodic $3\times6$ cell with 18 sites respects the bound (6) and finds the same four vertices. When the voltage is imposed on this cell, its composition jumps at the three plateau values to within about 0.00001 Ry. The enumeration also shows why the sign of the formation energy does not decide stability. At $x=\tfrac12$ the lowest state of the cell, one full sublattice with three atoms on a second, has $E_f=-0.010556$ Ry (a value that depends on the shape of the cell), so it is stable against separation into empty and full layers. The hull there lies at $\tfrac12(-0.010667-0.011333)=-0.011000$ Ry, which is 0.000444 Ry lower, so the energy falls if the layer separates into large regions of the phases at $\tfrac13$ and $\tfrac23$.

Suppose now that separation is forbidden, and that for $x<\tfrac13$ the atoms are spread at random over one sublattice of a large layer. Each site of that sublattice is filled with probability $3x$. An occupied site then has no occupied nearest neighbours and on average $18x$ occupied second neighbours. Each pair is shared by two sites, so

$$E(x)=\varepsilon x+9J_2x^2,\qquad eV=g-\varepsilon-18J_2x .$$

The value of $eV$ climbs from 0.300 Ry at $x=0$ to 0.312 Ry at $x=\tfrac13$, because later atoms find more partners. The voltage rises during discharge, which signals an instability. By (1), a rising voltage means $d^2E/dx^2<0$. If two equal parts of the electrode then exchange a little lithium, their energy changes by

$$E(x+\delta)+E(x-\delta)-2E(x)\approx\delta^2\,\frac{d^2E}{dx^2}<0,$$

so the uniform state separates. The mean of $eV$ along the uniform path is 0.306 Ry, the first plateau, because both paths join the same end states.

The 18-site cell shows a similar rise for a different reason. Filled one atom at a time, always in its lowest state, it gives 0.300, 0.304, 0.306, 0.306, 0.308 and 0.312 Ry for the first six atoms. These atoms are not spread at random: they gather on one sublattice so as to form as many attractive pairs as possible. The early atoms fall below the plateau because pairs are missing at the edge of the filled region, and the last ones exceed it because they fill the remaining vacancies of a six-site sublattice. The individual values depend on the cell. Here a site has only four distinct second neighbours, two of them counted twice through the periodic images, so the second atom gains two pairs, where in a large layer it gains one and gives 0.302 Ry. In a large layer this edge cost becomes negligible per site, and the energy approaches the hull.

At finite temperature (1) and (2) remain valid with free energies, and the hull must be drawn for $G(x)$. A phase then exists over a range of composition, and within that range the voltage slopes. The simplest case is a layer without interactions, $J_1=J_2=K=0$. Its formation energy is zero at every $x$, so at $T=0$ there is a single plateau at $eV=g-\varepsilon$. The $N$ sites can be filled in $N!/[(xN)!\,(N-xN)!]$ ways, and for large $N$ Stirling's formula gives

$$G(x)=\varepsilon x+kT\left[x\ln x+(1-x)\ln(1-x)\right],\qquad
eV=g-\varepsilon-kT\ln\frac{x}{1-x}.$$

The plateau has become a sloping curve, steep near the ends. The logarithm is antisymmetric about $x=\tfrac12$ and integrates to zero, so the average voltage is unchanged.

With interactions, the average over the full range is still free of configurational entropy, since the empty and the full layer each have one arrangement. For the 18-site cell at 300 K, the area under the voltage curve is 0.274000 Ry, equal to $e\bar V(0,1)$ to the digits shown. The shape does change: with the voltage imposed and $x$ taken as the thermal mean filling, $eV$ falls by 0.0011 Ry between $x=\tfrac1{12}$ and $x=\tfrac14$, where the curve at $T=0$ is flat. The size of this fall depends on the cell, and at a fixed number of atoms the same small cell gives a rise over this range instead. So small a cell rounds every transition, and this slope does not tell whether an infinite layer would keep a true plateau at 300 K.

Equation (4) is only as good as the list of phases behind the hull. An overlooked phase whose composition falls inside a plateau and which lies slightly below the assumed hull splits that plateau in two, raising the voltage before its composition and lowering it after; one that lies far below can also remove neighbouring vertices. In either case $\bar V(0,1)$ stays the same, since it depends only on the empty and full states. Strain between coexisting phases raises the energy between the vertices, and slow nucleation can keep a stable phase from forming. The measured curve can then depart from the plateaus of (4), which describe equilibrium with strain and boundary energy neglected.

## Computed results

```
site energy eps = -0.420 Ry, lithium metal g = -0.120 Ry
J1 = 0.010 Ry, J2 = -0.002 Ry, K = 0.001 Ry
cell: 18 sites, 262144 occupations
n, x, lowest energy/site, formation energy/site, above hull (Ry)
 0 0.0000 0.000000 0.000000 0.000000
 1 0.0556 -0.023333 -0.001444 0.000333
 2 0.1111 -0.046889 -0.003111 0.000444
 3 0.1667 -0.070556 -0.004889 0.000444
 4 0.2222 -0.094222 -0.006667 0.000444
 5 0.2778 -0.118000 -0.008556 0.000333
 6 0.3333 -0.142000 -0.010667 0.000000
 7 0.3889 -0.163667 -0.010444 0.000333
 8 0.4444 -0.185556 -0.010444 0.000444
 9 0.5000 -0.207556 -0.010556 0.000444
10 0.5556 -0.229556 -0.010667 0.000444
11 0.6111 -0.251667 -0.010889 0.000333
12 0.6667 -0.274000 -0.011333 0.000000
13 0.7222 -0.293667 -0.009111 0.000333
14 0.7778 -0.313556 -0.007111 0.000444
15 0.8333 -0.333556 -0.005222 0.000444
16 0.8889 -0.353556 -0.003333 0.000444
17 0.9444 -0.373667 -0.001556 0.000333
18 1.0000 -0.394000 0.000000 0.000000
hull vertices n = [0, 6, 12, 18]
average e*V, x=0 to 1: 0.274000 Ry; V = 3.7280 V
plateau n=0-6: hull slope -0.032000 Ry, e*V 0.306000 Ry, V = 4.1633 V
plateau n=6-12: hull slope -0.002000 Ry, e*V 0.276000 Ry, V = 3.7552 V
plateau n=12-18: hull slope 0.034000 Ry, e*V 0.240000 Ry, V = 3.2654 V
step at n=6: e*dV 0.030000 Ry, dV = 0.4082 V
step at n=12: e*dV 0.036000 Ry, dV = 0.4898 V
e*V at jumps of the imposed-voltage scan (Ry): 0.30600 0.27599 0.23999
e*V from phase-mixture minimisation (Ry): 0.306000 0.276000 0.240000
area under e*V(x), T=0 scan: 0.27399 Ry
area under e*V(x), 300 K: 0.274000 Ry
kT at 300 K: 0.001900 Ry
300 K cell, e*V at x=1/6, 1/2, 5/6 (Ry): 0.30628 0.27600 0.23972
300 K cell, fall of e*V from x=1/12 to 1/4: 0.00106 Ry
one-atom-at-a-time e*V, n=0-1 to 5-6 (Ry): 0.3000 0.3040 0.3060 0.3060 0.3080 0.3120
p*dV_volume at 1 atm, 10 A^3 per Li: 4.65e-07 Ry
```
